# Series Resistance and the Y Function of a Linear-Region MOSFET

## 1. A channel and a resistor

Take a transistor whose channel, at small drain voltage $V_D$, is a resistor of conductance $\beta x$. Here $x$ is the gate voltage in excess of threshold, and $\beta$ is a constant. Let the mobility be constant, and put a fixed resistance $R$ in series with the channel. Resistances in series add, so

$$\frac{V_D}{I}=\frac{1}{\beta x}+R .$$

The current depends on $R$. The derivative of its reciprocal with respect to gate voltage does not:

$$-\frac{d}{dx}\frac1I=\frac{1}{\beta V_D x^2}.$$

By the chain rule the left side is $g_m/I^2$, where $g_m=dI/dV_G$ is the transconductance at fixed $V_D$. Inverting and taking the positive square root gives

$$\frac{I}{\sqrt{g_m}}=\sqrt{\beta V_D}\;x .$$

The resistor has dropped out because it adds a constant to $1/I$, and a derivative removes constants. Three questions remain. What is $x$ when the resistor at the source lifts the channel potential? What does mobility degradation do? Where does the information about $R$ go?

## 2. The model

Consider an n-channel device with gate length $L$, width $W$ and gate capacitance per area $C$. Gate and drain voltages $V_G$ and $V_D$ are measured from the outer source contact, to which the body is also tied. Let $V(y)$ be the channel potential at distance $y$ from the inner source end. In the gradual-channel approximation the magnitude of the mobile charge per area is

$$Q=C\,(V_G-V_T-mV),$$

with threshold voltage $V_T$ and constant body factor $m$. The factor $m$ exceeds one because a channel raised above the body also has more depletion charge to support.

Resistances $R_S$ and $R_D$ connect the channel ends to the outer contacts, with $R=R_S+R_D$. For now both equal $R/2$, and neither depends on the gate voltage. The potentials at the channel ends are then

$$V_a=\frac{IR}{2},\qquad V_b=V_D-\frac{IR}{2}.$$

The mobility follows the first-order law

$$\mu=\frac{\mu_0}{1+\theta_0u},$$

where $u$ is the overdrive $V_G-V_T-mV$ evaluated at the mean potential $(V_a+V_b)/2$. Using one mobility for the whole channel is an approximation suited to small $V_D$; section 5 compares it with a calculation in which mobility varies along the channel. The device is above threshold along its whole length.

## 3. The terminal current

Drift current is charge times velocity times width, so $I\,dy=W\mu Q\,dV$. The current is the same at every $y$. Integrating over the channel,

$$IL=W\mu C\int_{V_a}^{V_b}(V_G-V_T-mV)\,dV .$$

The second term of the integral is $-m(V_b^2-V_a^2)/2$, which contains the factor $V_b-V_a$. Taking it out,

$$IL=W\mu C\,(V_b-V_a)\left[V_G-V_T-\frac m2(V_a+V_b)\right].$$

The bracket is $u$. With equal resistances the two voltage drops cancel in the sum, $V_a+V_b=V_D$, whatever the current. Therefore

$$u=x\equiv V_G-V_T-\frac{mV_D}{2}.$$

The source end rises by as much as the drain end falls, so the mean overdrive is unaffected by $R$. In the difference the drops add: $V_b-V_a=V_D-IR$. Define $\beta=\mu_0CW/L$ and insert the mobility law:

$$I(1+\theta_0x)=\beta x\,(V_D-IR).$$

Move the term with $IR$ to the left,

$$I\,(1+\theta_0x+\beta Rx)=\beta xV_D,$$

and solve:

$$\boxed{I=\frac{\beta V_Dx}{1+\theta x},\qquad \theta=\theta_0+\beta R .}$$

The current has the form of a resistor-free device with a larger degradation coefficient. The unit of $\beta R$ is $(\mathrm{A/V^2})(\mathrm{V/A})=\mathrm{V^{-1}}$, as required.

## 4. The cancellation

At fixed $V_D$, $dx=dV_G$. The quotient rule gives

$$g_m=\beta V_D\,\frac{(1+\theta x)-x\theta}{(1+\theta x)^2}=\frac{\beta V_D}{(1+\theta x)^2}.$$

Divide the current by the square root of this:

$$Y\equiv\frac{I}{\sqrt{g_m}}=\frac{\beta V_Dx}{1+\theta x}\,\frac{1+\theta x}{\sqrt{\beta V_D}},$$

$$\boxed{Y=\sqrt{\beta V_D}\left(V_G-V_T-\frac{mV_D}{2}\right).}$$

Neither $R$ nor $\theta_0$ appears. The reason is visible in the total resistance. Dividing $\beta xV_D=I(1+\theta_0x+\beta Rx)$ by $\beta xI$ gives

$$\frac{V_D}{I}=\frac{1}{\beta x}+\frac{\theta_0}{\beta}+R .$$

First-order mobility degradation acts as a constant resistance $\theta_0/\beta$. Both constants vanish from $d(1/I)/dV_G$, and $Y=[-d(1/I)/dV_G]^{-1/2}$.

The same equation shows what one device cannot reveal. A device with the pair $(\theta_0,R)$ and another with $(\theta_0+\beta R,\,0)$ have the same $\theta$, hence the same current at every gate voltage. Within this model the equality holds at every small $V_D$ as well, so changing the drain voltage does not separate them.

**Two limits.** For $\theta x\ll1$ the current is nearly $\beta V_Dx$, and $g_m$ is nearly constant. For $\theta x\gg1$ the current approaches $\beta V_D/\theta=V_D/(R+\theta_0/\beta)$: the channel's own $1/(\beta x)$ has become negligible. Then $g_m\simeq\beta V_D/(\theta x)^2$ is small, and $Y$ remains linear because a nearly constant current is divided by a quantity falling as $1/x$. For small errors, $\delta Y/Y=\delta I/I-\tfrac12\,\delta g_m/g_m$, so a given absolute error in $g_m$ does more harm in this limit.

## 5. Reading the parameters from curves

The reciprocal root of the transconductance is also a straight line:

$$\frac1{\sqrt{g_m}}=\frac{1+\theta x}{\sqrt{\beta V_D}} .$$

Let $s_Y$ be the slope of $Y$ against $V_G$, and $s_g$ that of $1/\sqrt{g_m}$. Then

$$\beta=\frac{s_Y^2}{V_D},\qquad \theta=s_Ys_g,$$

and $Y$ extrapolates to zero at $V_G=V_T+mV_D/2$.

The example uses rough typical values for a silicon n-channel transistor: $W=1\ \mu$m, $L=200$ nm, $\mu_0=300$ cm²/Vs, $\theta_0=0.30$ V⁻¹, $R=300\ \Omega$, $V_T=0.40$ V, $m=1.3$, $V_D=20$ mV and $T=300$ K. A capacitance-equivalent oxide thickness of 3.0 nm, which counts the depth of the carriers below the interface as well as the oxide itself, gives $C=1.151\ \mu$F/cm². Since $W/L=5$,

$$\beta=300\times1.151\times10^{-6}\times5=1.727\ \mathrm{mA/V^2}.$$

Thus $\beta R=0.518$ V⁻¹ and $\theta=0.300+0.518=0.818$ V⁻¹. More than half of the apparent degradation comes from the resistor.

At $x=1$ V the total resistance is $579+174+300=1053\ \Omega$, from channel, mobility degradation and series resistance in that order. The current is $20\ \mathrm{mV}/1053\ \Omega=19.0\ \mu$A.

The numerical output lists currents found by solving the channel integral with charge and mobility varying along the channel, and $g_m$ from finite differences. At $x=1$ V, with all else fixed:

- With $R=300\ \Omega$: $I=18.994\ \mu$A, $g_m=10.448\ \mu$S.
- With $R=0$: $I=26.562\ \mu$A, $g_m=20.433\ \mu$S.

The resistor removes 28.5 % of the resistor-free current and about half of the transconductance. Yet, in units of $\mathrm{(mA\,V)^{1/2}}$,

$$\frac{0.018994}{\sqrt{0.010448}}=0.1858,\qquad \frac{0.026562}{\sqrt{0.020433}}=0.1858 .$$

Over the four tabulated gate voltages the largest relative change of $Y$ caused by $R$ is below $10^{-5}$. The use of a single mean mobility is therefore harmless for the cancellation at this drain voltage.

Two points suffice to show the extraction. At $x=0.4$ V and 1.0 V, $Y$ is 0.07433 and 0.18582, so $s_Y=0.11149/0.6=0.1858$ and $\beta=0.1858^2/0.020=1.73$ mA/V². From $g_m=19.605$ and 10.448 μS, $1/\sqrt{g_m}$ is 7.142 and 9.783 in $(\mathrm{mA/V})^{-1/2}$. Its slope is 4.402, and

$$\theta=0.1858\times4.402=0.818\ \mathrm{V^{-1}}.$$

The line $Y$ reaches zero at $V_G=0.813-0.07433/0.1858=0.413$ V. Subtracting $mV_D/2=0.013$ V returns $V_T=0.400$ V.

## 6. Separating the resistance by length

Suppose devices of several lengths share $R$, $\theta_0$ and $W$. Their $\beta$ values differ, and

$$\theta=\theta_0+R\,\beta$$

is a straight line with slope $R$ and intercept $\theta_0$. The gate length itself need not be known, because $\beta$ is measured on each device.

Fits over seven equally spaced points from $x=0.4$ to 1.0 V give $\theta=0.8180$ V⁻¹ at $\beta=1.7266$ mA/V² for 200 nm, and $\theta=0.4036$ V⁻¹ at $\beta=0.3453$ mA/V² for 1000 nm. These two devices alone yield

$$R=\frac{0.8180-0.4036}{(1.7266-0.3453)\times10^{-3}}=300\ \Omega .$$

The intercept is $0.4036-0.1036=0.300$ V⁻¹. The fit to all four lengths (200, 300, 500 and 1000 nm) returns the same values.

## 7. When the resistance depends on the gate

Keep equal resistances at the two ends, but let their sum be $R(x)$, and add a second-order term to the mobility denominator: $1+\theta_0x+\theta_2x^2$. The total resistance becomes

$$\frac{V_D}{I}=\frac{1}{\beta x}+\frac{\theta_0}{\beta}+\frac{\theta_2x}{\beta}+R(x).$$

Differentiate, divide by $V_D$ and change sign:

$$-\frac{d}{dx}\frac1I=\frac{1}{\beta V_D}\left(\frac1{x^2}-\theta_2-\beta R'\right).$$

Multiplying the bracket by $x^2$ and taking the inverse root,

$$Y=\frac{\sqrt{\beta V_D}\;x}{\sqrt{1-\theta_2x^2-\beta x^2R'(x)}} .$$

The cancellation thus concerns constant $R$; a varying resistance leaves its derivative behind.

**A straight line that misleads.** Let $R(x)=R_0+R_1/x$, as a rough model of access regions that the gate helps to fill with carriers, and set $\theta_2=0$. Since $x^2R'=-R_1$, the root is the constant $\sqrt{1+\beta R_1}$, and $Y$ is still straight. The total resistance shows why: $R_1/x$ has the same form as the channel term. Collecting terms,

$$I=\frac{\beta V_Dx}{1+\beta R_1+(\theta_0+\beta R_0)x}.$$

Dividing numerator and denominator by $1+\beta R_1$ identifies the fitted constants:

$$\beta_f=\frac{\beta}{1+\beta R_1},\qquad \theta_f=\frac{\theta_0+\beta R_0}{1+\beta R_1}.$$

Now use $1/(1+\beta R_1)=1-\beta_fR_1$ in the $\theta_0$ term:

$$\theta_f=\theta_0+\beta_f\,(R_0-\theta_0R_1).$$

The length series is also straight, but its slope is $R_0-\theta_0R_1$. For $R_0=300\ \Omega$ and $R_1=20\ \Omega\,$V this is $300-0.30\times20=294\ \Omega$, which the numerical fits reproduce. The actual series resistance at $x=1$ V is 320 Ω. Straight plots therefore do not prove that the resistance is constant.

**A curved line that still gives $R$.** With $R$ constant and $\theta_2=0.05$ V⁻², $Y$ at $x=1$ V lies a factor $1/\sqrt{0.95}=1.026$ above the ideal line. The straight-line fit at 200 nm then gives $\beta$ too large by 8 % and $\theta=0.998$ V⁻¹ instead of 0.818. The length series returns $\theta_0=0.437$ V⁻¹, which is 46 % above the true 0.300, but still $R=300\ \Omega$.

This has a general reason. Suppose $V_D/I=F(x)/\beta+R$, with the same function $F$ for all lengths. Put $h=(-F')^{-1/2}$. Then $Y=\sqrt{\beta V_D}\,h$, and because $1/\sqrt{g_m}=Y/I$,

$$\frac1{\sqrt{g_m}}=\frac{hF+\beta Rh}{\sqrt{\beta V_D}} .$$

A least-squares slope is linear in the data. Let the slopes of $h$ and $hF$ over the common window of $x$ be $s$ and $a$. The product of the two fitted slopes is

$$\theta_f=sa+\beta s^2R=sa+\beta_fR,\qquad \beta_f=\beta s^2 .$$

The distortion enters the intercept $sa$, while the slope remains $R$. This needs a common $F$, a constant $R$ and the same range of $x$ for each device.

## 8. Unequal resistances

Let $\delta=(R_S-R_D)/2$. Now $V_a+V_b=V_D+2\delta I$, so the mean overdrive depends on the current:

$$u=x-m\delta I .$$

The channel still drops $V_D-IR$, and the steps of section 3 give $I=\beta V_Du/(1+\theta u)$. Write $g_0=dI/du=\beta V_D/(1+\theta u)^2$. Differentiating with respect to gate voltage,

$$g_m=g_0(1-m\delta g_m)\quad\Rightarrow\quad g_m=\frac{g_0}{1+m\delta g_0},$$

$$Y=\sqrt{\beta V_D}\;u\,\sqrt{1+m\delta g_0}.$$

To first order in $\delta$, replace $u$ by $x-m\delta I$ and the root by $1+m\delta g_0/2$, with $I$ and $g_0$ taken at $\delta=0$:

$$\frac{Y}{\sqrt{\beta V_D}\,x}\simeq1-m\delta\beta V_D\,\frac{\tfrac12+\theta x}{(1+\theta x)^2}.$$

The last fraction equals $\tfrac12$ at $x=0$ and decreases with $x$. If all 300 Ω sits at the source, $\delta=150\ \Omega$ and $m\delta\beta V_D=0.0067$. The change in $Y$ is then at most about 0.3 %, and it shrinks in proportion to $V_D$. The numerical length series gives 298.4 Ω.

## 9. The model beside a real transistor

The chosen values describe a plausible bulk silicon device with an oxide gate, not a particular product. The mobility loss is on the mild side. For a body doping of $10^{18}$ cm⁻³ the effective field $E$ (depletion charge plus half the mobile charge, divided by the permittivity of silicon) runs from 0.54 to 1.10 MV/cm between $x=0$ and 1 V. An empirical electron curve, $\mu=540/[1+(E/0.9)^{1.85}]$ cm²/Vs with $E$ in MV/cm, corresponds over that range to $\theta_0\approx0.5$ V⁻¹ and $\theta_2\approx0.2$ V⁻². The 20 mV drain bias is deliberately small. The following estimates refer to the 200 nm device unless a length series is named; each effect was added alone.

- **Velocity saturation.** With a saturation velocity $v_s=10^7$ cm/s and the velocity-field law $v=\mu E/(1+\mu E/v_s)$, the channel gains a resistance $(V_D-IR)/(WCv_sx)$. If $IR$ is neglected this has the form $R_1/x$ with $R_1=V_D/(WCv_s)=17\ \Omega\,$V. The fitted $\beta$ falls by 2.4 %, and the length series gives 293 Ω. The estimate of $R_1$ grows with $V_D$, which favours a low drain bias. These sizes depend on the law chosen: with $v=\mu E/[1+(\mu E/v_s)^2]^{1/2}$ the changes are only 0.02 % in $\beta$ and 0.1 Ω in $R$.
- **Rise of the Fermi level.** Adding charge raises the Fermi level relative to the lowest subband, to about 1.6 $kT$ above it when the charge per area is $C\times1$ V and all of it sits in that subband; a self-consistent calculation with higher subbands, at a doping of $10^{18}$ cm⁻³, puts 84 % of the charge there and gives 1.2 $kT$. This takes up part of the gate voltage, so the charge is not strictly proportional to overdrive. A calculation with one subband in the two lowest valleys needs a definition of $V_T$; here the charge is set equal to the linear law at an overdrive of $kT/e$. The fitted $\beta$ is then lower by 10 %, and the extrapolated threshold lies 39 mV above $V_T$. The length series gives $\theta_0=0.24$ V⁻¹ and leaves $R=300\ \Omega$, as section 7 leads one to expect. Most of the effect is the term $kT\ln Q$, which is present without degeneracy: with an unlimited density of states $\beta$ is still lower by 8 % and the threshold lies 40 mV above $V_T$. The numbers above charge the rise of the Fermi level to the gate once. The added depletion charge multiplies it by $m$, which gives 13 %, 49 mV and $\theta_0=0.21$ V⁻¹, with $R$ unchanged. Part of this effect may already be contained in the equivalent thickness, and higher subbands are left out.
- **Temperature.** At 358 K, with mobility assumed to vary as $T^{-1.5}$ and the other parameters held fixed, $\beta$ is 0.767 of its 300 K value. Then $\theta=0.300+0.767\times0.518=0.697$ V⁻¹, and the length series still gives 300 Ω.
- **Other limits.** For a body doping of $10^{18}$ cm⁻³ the estimated oxide field at $x=1$ V is 5 MV/cm, below a rough breakdown scale of 10 MV/cm. Gate tunnelling, for an assumed physical oxide thickness of 2.2 nm, a barrier of 3.1 eV and an oxide mass of 0.4 electron masses, is about $10^{-11}$ A, or $10^{-6}$ of the drain current in order of magnitude; a mass of 0.5 gives $10^{-12}$ A. The mean depth of the carriers, about 1.3 nm, adds only about 0.45 nm of equivalent oxide, and 2.2 nm of oxide gives 2.6 to 2.8 nm from $dQ/dV_G$ over the fitting window. Reaching 3.0 nm needs a further contribution such as depletion in the gate, or else a thicker oxide, which would leak less. Self-heating is about 3 mK. The mean free path, 13 nm, is 6 % of the length; corrections for ballistic transport are not included above. They add a resistance that is independent of length but depends on the gate, about 100 Ω at $x=0.4$ V and 50 Ω at 1 V in a one-subband Landauer estimate. It acts like the $R(x)$ of section 7: the fitted $\beta$ falls by 6 %, and the length series gives 303 Ω (289 Ω with Boltzmann statistics), while the length-independent resistance at $x=1$ V is 350 Ω.

For these numbers the extracted $\theta_0$ is the quantity most exposed to systematic error: second-order mobility loss with $\theta_2=0.05$ V⁻² moves it by nearly half, and the empirical mobility curve above gives 1.4 V⁻¹ with a fitted $\beta$ 44 % above its value at $x=0$. The effects considered, at the sizes chosen, move the extracted $R$ by a few per cent at most from the constant part of 300 Ω; the shift $\theta_0R_1$ grows with $R_1$, and $R_1=100\ \Omega\,$V gives 270 Ω. That robustness assumes that all lengths share the same access resistance and the same gate dependence of the mobility; $\mu_0$ itself may differ, since it enters only through the measured $\beta$. If doping near the junctions makes the average channel doping depend on length, $\theta_0$ need not be common, and any part of its variation that follows $\beta$ is counted as resistance. A $\theta_0$ that is 10 % higher at 200 nm than at 1000 nm, varying linearly with $\beta$, raises the extracted $R$ to 322 Ω. With $\theta_2=0.05$ V⁻², a threshold 50 mV lower at 200 nm than at 1000 nm, varying as $1/L$ and fitted over a common window of $V_G$ rather than of $x$, gives 309 Ω; with the empirical mobility curve the same roll-off gives 344 Ω. Random error affects both quantities about equally: independent scatter of 1 % in each of the seven values of $g_m$ per device spreads $R$ by 13 Ω (4 %) and $\theta_0$ by 0.014 V⁻¹ (5 %).

## Calculated quantities

```
Rough silicon n-channel example, T = 300 K
VD = 20 mV, VT = 0.40 V, m = 1.3, W = 1 um
equivalent thickness = 3.0 nm, C = 1.151 uF/cm2
mobility = 300 cm2/Vs, theta0 = 0.30 1/V, R = 300 ohm
L = 200 nm: beta = 1.7266 mA/V2, beta*R = 0.5180 1/V
L = 200 nm: theta = 0.8180 1/V, theta0/beta = 173.8 ohm
sqrt(beta*VD) = 0.1858 mA^0.5 V^-0.5
Columns: x (V), VG (V), I (uA), gm (uS), Y (mA^0.5 V^0.5)
R = 300: 0.4 0.813 10.407 19.605 0.07433
R = 0  : 0.4 0.813 12.332 27.529 0.07433
R = 300: 0.6 1.013 13.898 15.538 0.11149
R = 0  : 0.6 1.013 17.558 24.800 0.11149
R = 300: 0.8 1.213 16.698 12.617 0.14866
R = 0  : 0.8 1.213 22.278 22.458 0.14866
R = 300: 1.0 1.413 18.994 10.448 0.18582
R = 0  : 1.0 1.413 26.562 20.433 0.18582
current lost to R at x = 1 V: 28.5 %
largest relative change of Y due to R: 7.5e-06
Fits: L (nm), beta (mA/V2), VT (V), theta (1/V)
200 1.7266 0.4000 0.8180
300 1.1511 0.4000 0.6453
500 0.6906 0.4000 0.5072
1000 0.3453 0.4000 0.4036
length series: R = 300.00 ohm, theta0 = 0.3000 1/V
Added: theta2 = 0.05 1/V2, vsat = 1e+07 cm/s, R1 = 20 ohm V
Columns: beta ratio, VT (V), theta (1/V) at 200 nm;
then R (ohm), theta0 (1/V) from the length series
none: 1.0000 0.4000 0.8180; 300.0 0.3000
theta2: 1.0816 0.4164 0.9977; 300.0 0.4374
velocity saturation: 0.9761 0.4010 0.7943; 293.1 0.3004
R + R1/x: 0.9666 0.4000 0.7907; 294.0 0.3000
R at source only: 0.9953 0.4004 0.8127; 298.4 0.2999
finite state density: 0.8972 0.4390 0.7004; 300.0 0.2357
358 K mobility: 0.7671 0.4000 0.6974; 300.0 0.3000
oxide field = 5.0 MV/cm
gate tunnelling = 1e-11 A, relative to I = 8e-07
mean free path = 13 nm, over L = 0.063
Fermi level above lowest subband = 1.6 kT
self-heating = 2.9e-03 K
```
